# Exact and Kohn-Sham Green functions of the two-electron Hubbard dimer, part 1

(Sections cited here and not found follow in the second part.)

Take two electrons on two equivalent sites with hopping \(t=0.1\) Ha and on-site repulsion \(U=0.5\) Ha. The exact spin-up Green function has poles at \(-0.1702\), \(0.0298\), \(0.4702\) and \(0.6702\) Ha, with weights \(0.188\), \(0.812\), \(0.812\) and \(0.188\). The exact Kohn-Sham (KS) system reproduces the density without error, yet its Green function has two poles, each of weight 1, which lie at \(0.0298\) and \(0.2298\) Ha when the free constant in the KS potential is fixed by the limit \(N\to2^-\) derived below. One position is common to the two lists. The second KS pole lies \(0.2403\) Ha below the nearest addition energy, in an interval where the true spectral function is zero. No functional has been approximated, so the belief that the KS Green function \(G_s\) approximates the true \(G\) fails here for a reason that lies in the theory itself.

## Model and conventions

Hartree atomic units are used. The Hamiltonian is
\[
H=\sum_{ij\sigma}h_{ij}c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad
h=\begin{pmatrix}v_1&-t\\-t&v_2\end{pmatrix},
\]
with \(t>0\), \(U>0\), \(v_1=-\Delta v/2\), \(v_2=\Delta v/2\). The zero of energy is the mean site energy. A constant added to both sites moves every pole, exact and KS, by that constant, so a positive removal energy has no special meaning. With \(\delta=\Delta v/2t\), \(u=U/2t\) and \(R=\sqrt{1+\delta^2}\), one has \(h=-t(\sigma_x+\delta\sigma_z)\). Since \((\sigma_x+\delta\sigma_z)^2=R^2\), the eigenvalues are \(e_b=-tR\) and \(e_a=+tR\), with real eigenvectors \(\phi_b,\phi_a\) and
\[
\phi_b\phi_b^T=\tfrac12\left[1+\frac{\sigma_x+\delta\sigma_z}{R}\right].
\]

For the two-electron ground state \(\Psi\) of energy \(E\), the zero-temperature spin-up Green function is
\[
G_{ij}(z)=\langle\Psi|c_{i\uparrow}\frac{1}{z-(H-E)}c^\dagger_{j\uparrow}|\Psi\rangle+\langle\Psi|c^\dagger_{j\uparrow}\frac{1}{z+(H-E)}c_{i\uparrow}|\Psi\rangle .
\]
Inserting eigenstates gives addition poles at \(E^{(3)}_k-E\) and removal poles at \(E-E^{(1)}_k\). The weight of a pole is the trace of its residue matrix, so the spectral function \(-\pi^{-1}\,\mathrm{Im\,tr}\,G(\omega+i0)\) is a sum of delta functions with these weights.

### Two electrons

Write \(\Psi=\sum_{ij}C_{ij}\,c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle\). The spin-up one-body term replaces \(c^\dagger_{i\uparrow}\) by \(\sum_k h_{ki}c^\dagger_{k\uparrow}\) and gives \(hC\). The spin-down term is bilinear, commutes with \(c^\dagger_{i\uparrow}\), and gives \(Ch\). The interaction multiplies the diagonal elements by \(U\). An antisymmetric \(C\) is proportional to \(\varepsilon\), with \(\varepsilon_{12}=-\varepsilon_{21}=1\). It has no diagonal and obeys \(h\varepsilon+\varepsilon h=(\mathrm{tr}\,h)\,\varepsilon=0\), so it is the triplet at energy 0, degenerate with its two fully polarized partners of energy \(v_1+v_2=0\). For symmetric \(C\), the singlets, the three components read
\[
EC_{11}=(U+2v_1)C_{11}-2tC_{12},\quad EC_{22}=(U+2v_2)C_{22}-2tC_{12},\quad EC_{12}=-t(C_{11}+C_{22}),
\]
where \(v_1+v_2=0\) was used in the last. Define \(x=(U-E)/2t\) and \(D=x^2-\delta^2\). The first two equations become \((x-\delta)C_{11}=C_{12}\) and \((x+\delta)C_{22}=C_{12}\). For \(x>|\delta|\) these force \(C_{12}\neq0\), and the third equation gives
\[
C_{11}=\frac{C_{12}}{x-\delta},\quad C_{22}=\frac{C_{12}}{x+\delta},\quad E=-2t\frac{x}{D},\quad u=x\left(1-\frac1D\right),
\]
the last from \(U=2tx+E\).

### One and three electrons

One spin-down electron has the states \(\phi_k\) with energies \(e_k\). Since \(c_{i\uparrow}\Psi=\sum_jC_{ij}c^\dagger_{j\downarrow}|0\rangle\), the removal amplitude is the vector \(f_k=C\phi_k\). For three electrons use \(|j\rangle=c^\dagger_{1\uparrow}c^\dagger_{2\uparrow}c^\dagger_{j\downarrow}|0\rangle\). The spin-up electrons cannot hop and contribute \(v_1+v_2=0\). The spin-down electron moves under \(h\) and pays \(U\) on either site. The energies are \(U+e_k\), with the same \(\phi_k\). From \(c^\dagger_{i\uparrow}c^\dagger_{l\uparrow}=\varepsilon_{il}c^\dagger_{1\uparrow}c^\dagger_{2\uparrow}\) follows \(c^\dagger_{i\uparrow}\Psi=\sum_j(\varepsilon C)_{ij}|j\rangle\), so the addition amplitude is \(g_k=\varepsilon C\phi_k\). Therefore
\[
G(z)=\frac{f_af_a^T}{z-\omega_1}+\frac{f_bf_b^T}{z-\omega_2}+\frac{g_bg_b^T}{z-\omega_3}+\frac{g_ag_a^T}{z-\omega_4},
\]
\[
\omega_{1}=E-tR,\quad \omega_2=E+tR=-I,\quad \omega_{3}=U-E-tR=-A,\quad \omega_4=U-E+tR,
\]
where \(I\) is the ionization energy and \(A\) the electron affinity. Because \(\varepsilon\) is orthogonal, \(|g_k|^2=|f_k|^2=w_k\). Completeness of the \(\phi_k\) gives \(w_a+w_b=\mathrm{tr}\,C^2=1\), the norm of \(\Psi\).

## The counter-example: \(\Delta v=0\)

Here \(\delta=0\), \(R=1\), \(D=x^2\), and \(u=x-1/x\). The largest root, which is the lowest energy, is \(x=\tfrac12(u+\sqrt{u^2+4})=(U+c)/4t\) with \(c=\sqrt{U^2+16t^2}\). Then \(E=U-2tx=(U-c)/2\), and \(1/x=x-u=(c-U)/4t\), so that \(x+1/x=c/2t\).

The matrix \(C\) has \(C_{11}=C_{22}=C_{12}/x\), and its eigenvectors are \(\phi_{b,a}=(1,\pm1)/\sqrt2\) with eigenvalues \(C_{11}\pm C_{12}\). Normalization reads \(C_{11}^2+C_{12}^2=\tfrac12\), or \(C_{12}^2(1+x^{-2})=\tfrac12\). Hence
\[
w_{b,a}=(C_{11}\pm C_{12})^2=\tfrac12\pm\frac{2C_{12}^2}{x}=\tfrac12\pm\frac{1}{x+1/x}=\tfrac12\pm\frac{2t}{c}.
\]
The true gap is \(E_g=I-A=\omega_3-\omega_2=U-2E-2t=c-2t\).

The chosen inputs \(t=0.1\) Ha and \(U=0.5\) Ha give \(c=\sqrt{0.25+0.16}=0.640312\) Ha, \(x=1.140312/0.4=2.85078\) and \(E=(0.5-0.640312)/2=-0.070156\) Ha. The poles are \(-0.070156\mp0.1=-0.170156,\ 0.029844\) Ha and \(0.570156\mp0.1=0.470156,\ 0.670156\) Ha. The weights are \(0.5\pm0.2/0.640312=0.812348,\ 0.187652\). With \(C_{11}=0.234057\) and \(C_{12}=0.667246\), \((C_{11}+C_{12})^2=0.901303^2=0.81235\) agrees. The gap is \(0.440312\) Ha.

The KS system consists of two non-interacting electrons with the same hopping, in a potential \(v_s\) that gives the same site occupations. Here \(n_1=n_2=1\), so \(v_s\) is a constant \(\bar v_s\), the levels are \(\varepsilon_{H,L}=\bar v_s\mp t\), and
\[
G_s(z)=\frac{\phi_b\phi_b^T}{z-\varepsilon_H}+\frac{\phi_a\phi_a^T}{z-\varepsilon_L}.
\]
The KS gap is \(E_s=2t=0.2\) Ha whatever \(U\) is. The constant that ensemble density functional theory assigns as \(N\to2^-\), derived below, puts \(\varepsilon_H=-I=0.029844\) Ha, so \(\bar v_s=0.129844\) Ha and \(\varepsilon_L=0.229844\) Ha. The mismatch is \(E_g-E_s=c-4t=0.240312\) Ha.

The outer poles have a plain origin. The pole \(\omega_1\) removes an electron and leaves the other in the antibonding orbital. That is impossible from a determinant with both electrons in \(\phi_b\), and possible from \(\Psi\) because \(\Psi\) contains the doubly occupied antibonding configuration with amplitude \(C_{11}-C_{12}\). The spacings \(\omega_2-\omega_1\) and \(\omega_4-\omega_3\) are both \(2t\), which equals the KS gap in this case. One shift therefore lays both KS levels on the removal poles, and another lays both on the addition poles. Both matches are spurious: the first identifies the empty KS level with a removal energy, the second identifies the filled level with an addition energy.

## The general statement

For \(t>0\), \(U>0\), two electrons and any \(\Delta v\):

(a) \(G\) has four distinct poles \(\omega_1<\omega_2<\omega_3<\omega_4\) with weights \(w_a,w_b,w_b,w_a\), where \(0<w_a<\tfrac12\) and
\[
w_b=1-w_a=\tfrac12+\frac{x^3}{RQ},\qquad Q=D^2+x^2+\delta^2 .
\]

(b) \(G_s\) has two poles of weight 1, separated by \(E_s\) with \(0<E_s<E_g\).

(c) The density at \(N=2\) leaves a constant in \(v_s\) free. With the constant of the limit \(N\to2^-\), \(\varepsilon_H=-I\) is the only common pole position, and its weights differ. With the constant of \(N\to2^+\), \(\varepsilon_L=-A\) is the only common one. No constant places \(\varepsilon_H\) on a removal pole and \(\varepsilon_L\) on an addition pole together.

The two functions thus share the HOMO pole only as a position, not as a weight, and only for one stated choice of the constant.

## Proof

### Ground state

On \(x>|\delta|\) the function \(y(x)=x-x/(x^2-\delta^2)\) has derivative \(1+(x^2+\delta^2)/D^2>0\) and runs from \(-\infty\) to \(+\infty\). So \(y(x)=u\) has exactly one root there. Every other singlet has \(x\le|\delta|\) and a higher energy. The root has \(E=-2tx/D<0\), below the triplet, so the ground state is a non-degenerate singlet. At \(x=R\) one has \(D=1\) and \(y=0\). Hence \(U>0\) implies \(x>R\) and \(D>1\), with \(x^2-R^2=D-1\).

Normalization, \(C_{11}^2+C_{22}^2+2C_{12}^2=1\), uses \((x-\delta)^{-2}+(x+\delta)^{-2}=2(x^2+\delta^2)/D^2\) and gives \(C_{12}^2=D^2/2Q\).

### Weights

The spin-up density matrix is \(\rho_{ij}=\langle c^\dagger_{j\uparrow}c_{i\uparrow}\rangle=(C^2)_{ij}\), and \(\rho_{ii}=n_i/2\) because a symmetric \(C\) gives both spins the same density. Its elements are
\[
m\equiv\frac{n_1-n_2}{2}=C_{11}^2-C_{22}^2=C_{12}^2\,\frac{4x\delta}{D^2}=\frac{2x\delta}{Q},\qquad
\rho_{12}=C_{12}(C_{11}+C_{22})=C_{12}^2\frac{2x}{D}=\frac{xD}{Q}.
\]
So \(\rho=\tfrac12(1+m\sigma_z+2\rho_{12}\sigma_x)\). Multiplying by the projector and using \(\mathrm{tr}\,\sigma_\alpha\sigma_\beta=2\delta_{\alpha\beta}\),
\[
w_b=\mathrm{tr}(\rho\,\phi_b\phi_b^T)=\tfrac12+\frac{m\delta+2\rho_{12}}{2R}=\tfrac12+\frac{x(\delta^2+D)}{RQ}=\tfrac12+\frac{x^3}{RQ}.
\]
This exceeds \(\tfrac12\), so \(w_a<\tfrac12\). The weight \(w_a=|C\phi_a|^2\) can vanish only if \(C\) is singular, but
\[
\det C=C_{11}C_{22}-C_{12}^2=C_{12}^2\left(\frac1D-1\right)\neq0 \quad\text{for } D>1 .
\]
Within each pair the poles are \(2tR\) apart, and \(\omega_3>\omega_2\) follows from \(E_g>E_s>0\), shown next. That completes (a).

### The two gaps

Write the KS Hamiltonian as \(\bar v_s-t(\sigma_x+\delta_s\sigma_z)\) with \(R_s=\sqrt{1+\delta_s^2}\). Its density matrix is the projector on the lower orbital, so matching the density means \(\delta_s/R_s=m\). Then \(1-m^2=1/R_s^2\) and \(E_s=2tR_s=2t/\sqrt{1-m^2}\). The residues of \(G_s\) are projectors of trace 1. To evaluate \(1-m^2=(Q^2-4x^2\delta^2)/Q^2\), factor the numerator:
\[
(Q-2x\delta)(Q+2x\delta)=[D^2+(x-\delta)^2][D^2+(x+\delta)^2]=D^4+2D^2(x^2+\delta^2)+D^2 .
\]
With \(x^2+\delta^2=D+2\delta^2\) this is \(D^2W^2\), where \(W^2=(D+1)^2+4\delta^2\). Hence \(E_s=2tQ/DW\).

The true gap is \(E_g=(U-E)-E-2tR=2t(x+x/D-R)\). Multiply by \(D/2t\) and use \(x-R=(D-1)/(x+R)\):
\[
\frac{DE_g}{2t}=x+D(x-R)=x+\frac{D(D-1)}{x+R}.
\]
For the KS gap, \(W^2+D^2-1=2D^2+2D+4\delta^2=2Q\), so
\[
\frac{DE_s}{2t}=\frac QW=\frac W2+\frac{D^2-1}{2W}.
\]
Also \(W^2-4x^2=(D+1)^2+4\delta^2-4D-4\delta^2=(D-1)^2\). This shows \(W>2x\), and dividing by \(2(W+2x)\) gives \(W/2-x=(D-1)^2/[2(W+2x)]\). Subtracting the two gaps and taking out the common factor \(D-1\),
\[
\Delta_{xc}\equiv E_g-E_s=2t\,\frac{D-1}{D}\left[\frac{D}{x+R}-\frac{D-1}{2(W+2x)}-\frac{D+1}{2W}\right].
\]
Replacing \(W+2x\) by the smaller \(W\) enlarges the second term, so the two negative terms together are smaller in size than \((D-1)/2W+(D+1)/2W=D/W\). Since \(W>2x>x+R\), \(D/W<D/(x+R)\). The bracket is positive and \(D>1\), so \(\Delta_{xc}>0\). This proves (b), and it is independent of \(\bar v_s\).

Statements (a) and (b) are now proved: \(G\) has four poles of fractional weight, while \(G_s\) has two of weight 1 with a gap smaller than the true one. It remains to fix the constant in the KS potential and prove (c), then to compare the moments of the two functions, work an asymmetric example and examine the limits.

Numerical values quoted here were computed with a short program.
